# Counting displaced atoms with the Norgett-Robinson-Torrens formula

**Question**

I am working on ion implantation into silicon. An exercise gives a damage energy of 10 keV and a displacement threshold of 15 eV, and says that the Norgett-Robinson-Torrens (NRT) formula should give about 267 displaced atoms.

Dividing one energy by the other gives 667. A friend says that each displacement costs twice the threshold, which gives 333. Neither is 267. Where does the factor of two come from, and what else is missing? Also, is "damage energy" just the energy of the implanted ion? And how seriously should I take the answer as a number of defects in a real wafer?

**Answer**

Your friend's factor of two is right for a simple collision model. The missing piece is an efficiency of 0.8. With $E_D$ the damage energy and $E_d$ the threshold, the NRT count is

$$
N=\begin{cases}0, & E_D<E_d,\\ 1, & E_d<E_D<2E_d/0.8,\\ \dfrac{0.8\,E_D}{2E_d}, & E_D>2E_d/0.8.\end{cases}
$$

Here $2E_d/0.8=37.5$ eV, far below 10 keV, so the last line applies:

$$
N=\frac{0.8\times 10000\ \text{eV}}{2\times 15\ \text{eV}}=266.7\approx 267 .
$$

The fraction is no problem, because $N$ is a mean over many cascades. The factor of two can be derived. The 0.8 is a convention based on cascade simulations, but a solvable model shows how frequent small transfers bring the efficiency below one.

**Where the factor of two comes from**

Consider a moving atom of energy $E$ that hits an identical atom at rest and gives it energy $T$. The projectile keeps $E-T$. Assume one sharp threshold, independent two-body collisions, and no energy spent on breaking bonds. There are three outcomes that matter when $E>2E_d$:

- If both energies exceed $E_d$, both atoms move on, and there is one more displaced atom.
- If only the projectile exceeds $E_d$, the struck atom stays at its site and the projectile moves on.
- If only the struck atom exceeds $E_d$, it leaves and the projectile takes its place. This is a replacement and adds nothing to the count.

Both energies cannot be below $E_d$, since they add up to more than $2E_d$.

Let $n(E)$ be the mean final number of displaced atoms, including the one that starts the cascade. Then $n=0$ for $E<E_d$. For $E_d<E<2E_d$ there is not enough energy for two atoms above threshold, so $n=1$. For $E>2E_d$ the count before a collision equals the mean count after it. If $K(T)$ is the relative probability of transfer $T$,

$$
\int_0^E K(T)\,[\,n(E)-n(E-T)-n(T)\,]\,dT=0. \tag{1}
$$

For hard spheres of equal mass, scattering is isotropic in the centre-of-mass frame. With scattering angle $\theta$ there, $T=E(1-\cos\theta)/2$. Since $\cos\theta$ is uniformly distributed, so is $T$ between 0 and $E$, and $K$ is constant. The two integrals over $n(E-T)$ and $n(T)$ are equal by the substitution $T\to E-T$, so

$$
E\,n(E)=2\int_0^E n(T)\,dT .
$$

Differentiate: $n+En'=2n$, hence $n'=n/E$ and $n=CE$. The constant follows at $E=2E_d$, where the integral is $E_d$ (height 1, width $E_d$). This gives $n(2E_d)=2E_d/(2E_d)=1$, so $C=1/(2E_d)$ and

$$
n(E)=\frac{E}{2E_d}.
$$

For your numbers this is $10000/30=333.3$. Your 667 would require each displaced atom to account for just $E_d$. In this model an atom stops adding to the count while it still has between $E_d$ and $2E_d$, and more energy is lost in transfers below threshold and in replacements.

**Why the efficiency is below one**

Real atoms are softer than hard spheres, and small transfers are more frequent. Take $K(T)=1/T$ as a model of this, and measure energies in units of $E_d$. The total collision rate diverges at small $T$, but equation (1) does not: there $n(T)=0$, and $n(E)-n(E-T)$ vanishes in proportion to $T$ wherever $n$ is smooth.

Call the left side of (1) $R(E)$. It is zero for $E<1$, where $n=0$, and for $E>2$, by (1). For $1<E<2$ the bracket is $1-1-0=0$ if the projectile stays above threshold, and $1-0-1=0$ if the struck atom does. It equals 1 if both fall below, which happens for $E-1<T<1$. Therefore

$$
R(E)=\int_{E-1}^{1}\frac{dT}{T}=-\ln(E-1),\qquad 1<E<2 .
$$

To find the growth of $n$ at high energy, multiply the definition of $R$ by $E^{-s-1}$, with $s>1$, and integrate over all $E$. In the term with $n(E-T)$ set $x=E-T$, then $T=xt$. Combined with the $n(E)$ term, it gives $\int n(x)x^{-s-1}dx$ times the first two integrals below. In the last term, integrating over $E>T$ first gives $\int_T^\infty E^{-s-1}dE=T^{-s}/s$. The result is

$$
G(s)\int_0^\infty n(E)E^{-s-1}dE=\int_1^2R(E)E^{-s-1}dE, \tag{2}
$$

$$
G(s)=\int_0^1\frac{1-(1+t)^{-s-1}}{t}dt-\int_1^\infty\frac{(1+t)^{-s-1}}{t}dt-\frac1s .
$$

At $s=1$ the first integrand is $1/(1+t)+1/(1+t)^2$, with integral $\ln2+\tfrac12$. The second is $1/t-1/(1+t)-1/(1+t)^2$, with integral $\ln2-\tfrac12$. So $G(1)=(\ln2+\tfrac12)-(\ln2-\tfrac12)-1=0$. This zero reflects energy conservation: $n\propto E$ makes the bracket in (1) vanish.

The slope at the zero is needed next. Differentiating and putting $v=1/(1+t)$,

$$
G'(1)=1+\int_0^\infty\frac{\ln(1+t)}{t(1+t)^2}dt
=1-\int_0^1\frac{v\ln v}{1-v}dv .
$$

Expand $v/(1-v)=\sum_{k\ge1}v^k$ and use $-\int_0^1v^k\ln v\,dv=1/(k+1)^2$. Then

$$
G'(1)=1+\sum_{k=1}^\infty\frac1{(k+1)^2}=\frac{\pi^2}{6}.
$$

On the right of (2), set $s=1$ and $u=E-1$, and integrate by parts with $u/(1+u)$ as the antiderivative of $1/(1+u)^2$:

$$
-\int_0^1\frac{\ln u}{(1+u)^2}du
=\left[-\frac{u\ln u}{1+u}\right]_0^1+\int_0^1\frac{du}{1+u}=\ln2 .
$$

Now suppose that $n$ grows as $cE$ at high energy. The integral on the left of (2) then behaves as $c/(s-1)$ when $s\to1$, while $G(s)\approx(\pi^2/6)(s-1)$. Their product tends to $c\pi^2/6$, which must equal $\ln2$. Restoring units,

$$
n(E)\simeq\frac{6\ln2}{\pi^2}\frac{E}{E_d}=0.843\,\frac{E}{2E_d}.
$$

The linear growth was an assumption here. Solving (1) numerically, step by step on an energy grid with 500 points per threshold, gives a factor of 0.8436 at $E=40E_d$, in line with it. The last digit carries grid error: the exact value at that energy is 0.8434, against 0.8428 in the high-energy limit.

For your case the $1/T$ model gives 281 atoms. Each displaced atom costs $2E_d/0.843=2.37E_d$. An atom that can displace no further net atoms has less than $2E_d$ left, so on average at least $0.37E_d$ per displaced atom has already been lost, either in transfers below threshold or with projectiles that stopped in replacements. The NRT standard adopts 0.8, a rounded value from simulations with more realistic forces. It should not be read as a constant derived from either model above. Among power laws, one steeper than $1/T$ gives a lower efficiency (the same calculation gives 0.70 for $T^{-4/3}$ and 0.60 for $T^{-3/2}$), so the closeness of 0.843 to 0.8 depends on the law chosen.

**Damage energy is not ion energy**

An ion and its recoils also lose energy to electrons. The damage energy is what remains for collisions between atoms. If an exercise gives $E_D$, do not subtract electronic loss again. If it gives the ion energy, subtract it first.

For a silicon ion in silicon, Lindhard's model gives an estimate. With nuclear charge number $Z=14$, atomic mass $M$, electron mass $m$ and Bohr radius $a_0$, define in Gaussian units

$$
\varepsilon=\frac{aE}{2Z^2e^2},\qquad
a=\left(\frac{9\pi^2}{128}\right)^{1/3}\frac{a_0}{\sqrt2\,Z^{1/3}},\qquad
k=\frac{32}{3\pi}\,2^{3/4}\sqrt{\frac mM}\,Z^{2/3}.
$$

The electronic stopping power in these reduced units is $k\sqrt\varepsilon$. A fit to the model's solution is

$$
E_D=\frac{E}{1+kg},\qquad g=3.4008\,\varepsilon^{1/6}+0.40244\,\varepsilon^{3/4}+\varepsilon .
$$

Here $a=0.01375$ nm, $e^2=1.440$ eV nm and $k=0.1466$. Solving numerically for the ion energy that leaves $E_D=10$ keV gives $E=15.0$ keV, for which $\varepsilon=0.366$. In this model, about one third of the ion's energy goes to electrons. That share includes losses by atoms already too slow to displace others, because the model lets electronic stopping act down to zero energy. The effect is not small: if electronic loss is switched off below $2E_d=30$ eV, the model's share falls to about one quarter, and the same ion leaves about 11 keV of damage energy.

The fit can be compared with the balance behind it. Let $D(\varepsilon)$ be the damage energy in reduced units. Over a short path, the change in $D$ due to electronic loss must be offset by the mean change in collisions:

$$
k\sqrt\varepsilon\,D'(\varepsilon)=\int_0^\varepsilon\frac{f(x)}{x^2}\left[D\!\left(\varepsilon-\frac{x^2}{\varepsilon}\right)+D\!\left(\frac{x^2}{\varepsilon}\right)-D(\varepsilon)\right]dx .
$$

The transfer is $x^2/\varepsilon$, and $f(x)=1.309x^{1/3}[1+(2.618x^{4/3})^{2/3}]^{-3/2}$ is a scattering function fitted to the Thomas-Fermi model of screened atoms. I wrote $D=\varepsilon-\eta$, expanded $\eta$ in eight powers $\varepsilon^{1+j/6}$, $j=1,\ldots,8$, and found the coefficients by least squares. At the same ion energy this gives 9.9 keV, about 1% below the fit. The agreement shows that the fit represents its model well. It does not show that the model is accurate to 1% for real silicon, where a different screening of the atoms would change the collision losses and so the damage energy.

If your 10 keV were the ion energy, the fit would leave about 6.9 keV of damage energy, and the count would be $0.8\times6900/30\approx184$, not 267. An implanted ion also did not leave a lattice site, so the cascade model's vacancy count is one less than its count of displaced atoms. That is negligible here.

**What the number means in a wafer**

A threshold of 15 eV is often used in calculations for silicon, but the real threshold depends on the direction of the recoil, and its average over directions may be well above 15 eV. At fixed damage energy, a threshold of 10 eV gives 400 atoms and one of 20 eV gives 200. This difference is much larger than the statistical spread in the hard-sphere model: 400 randomly generated cascades at 10 keV and 15 eV gave a mean of 333.2 and a standard deviation of 7.2.

For process work, the count is often turned into displacements per atom. Take $10^{14}$ ions/cm², each leaving 10 keV of damage energy, spread evenly over an assumed depth of 30 nm ($3\times10^{-6}$ cm). With a rough atom density of $5\times10^{22}$ atoms/cm³,

$$
\frac{10^{14}\times266.7}{5\times10^{22}\times3\times10^{-6}}\approx0.18 .
$$

This is the NRT count of displaced atoms divided by the number of atoms in the layer. Replacements, in which an atom also leaves its site, are not included. Nor is it the fraction of atoms left out of place, because pairs can recombine during and after the cascade, and the formula does not follow them.

The formula also treats collisions one at a time, whereas a dense cascade heats many atoms together. Energy conservation limits how many could melt. Heating an atom from 300 K to a rough melting temperature of 1700 K costs about $3k_B$ per kelvin (the classical heat capacity), in total $3k_B(1700-300)$ with $k_B$ in eV/K, and melting adds roughly 0.5 eV. The total is 0.86 eV per atom, so 10 keV could melt at most about $10000/0.86\approx1.2\times10^4$ atoms, more than 40 times the NRT count. Heat escaping from the cascade lowers this, so it is a ceiling on the atoms that the damage energy alone could melt. It is neither an estimate of nor a bound on the disordered region, since amorphous silicon stores much less energy per atom than melting costs. It does show that collective disorder is not limited to 267 atoms by energy alone.

So 267 is the right answer to the exercise, and NRT counts are a standard way to state an exposure. Equal counts need not mean equal damage in silicon. To predict the defects left after an implant or an anneal, you need a model that includes recombination and collective disorder.
